**Q.** You say that the static dielectric tensor of an insulator follows from its electronic dielectric tensor and its zone-centre phonons. I doubt that the two can simply be added. The electrons respond to the ions and the ions respond to the electrons. What is held fixed while what moves?

**A.** The macroscopic electric field $\mathbf E$ is the controlled variable. It is the total cell-averaged field, including whatever the polarized crystal itself contributes. I use atomic units with $\mathbf D=\mathbf E+4\pi\mathbf P$, a fixed cell of volume $\Omega$, and zero temperature.

Let $u_I$ be the displacement of an ion, with $I=(\kappa\gamma)$ for ion $\kappa$ and direction $\gamma$. Let $c$ stand for independent electronic variables, with orthonormality constraints and redundant orbital rotations already removed. The electric enthalpy per cell is

$$W(c;u,\mathbf E)=W_0(c;u)-\Omega\,\mathbf E\cdot\mathbf P(c;u),$$

where $W_0$ is the energy at zero macroscopic field. The electrons make $W$ stationary, $\partial W/\partial c=0$, and this defines $F(u,\mathbf E)=W(c(u,\mathbf E);u,\mathbf E)$. In a finite field this is the insulating state that continues the zero-field ground state; we need it to second order.

When $F$ is differentiated once, the change of $c$ drops out by stationarity. Therefore

$$\frac{\partial F}{\partial E_\alpha}=-\Omega P_\alpha,\qquad f_I=-\frac{\partial F}{\partial u_I},$$

with $f_I$ the force on the ion. The electrons have been eliminated, not ignored.

**Q.** Then what is the charge of an ion? The electron cloud follows it only partly, and I could define a charge through the dipole it makes or through the force it feels.

**A.** Both definitions give the same tensor, because the order of two derivatives can be exchanged:

$$Z^*_{\alpha I}\equiv\Omega\frac{\partial P_\alpha}{\partial u_I}\bigg|_{\mathbf E}
=-\frac{\partial^2F}{\partial E_\alpha\partial u_I}
=\frac{\partial f_I}{\partial E_\alpha}\bigg|_{u}.$$

This is the Born effective charge, taken at zero field and at the equilibrium positions. The electronic part can be made visible. Write subscripts $c$ and $u$ for derivatives. Differentiating $W_c=0$ gives

$$\frac{dc}{du_I}=-W_{cc}^{-1}W_{cu_I},\qquad
\frac{dc}{dE_\alpha}=\Omega\,W_{cc}^{-1}P_{\alpha,c}.$$

The second has a plus sign because $W_{cE_\alpha}=-\Omega P_{\alpha,c}$. The dipole definition then gives

$$\Omega\frac{dP_\alpha}{du_I}=\Omega P_{\alpha,u_I}-\Omega P_{\alpha,c}W_{cc}^{-1}W_{cu_I},$$

and the force definition gives

$$\frac{df_I}{dE_\alpha}=-W_{u_IE_\alpha}-W_{u_Ic}\frac{dc}{dE_\alpha}
=\Omega P_{\alpha,u_I}-\Omega W_{u_Ic}W_{cc}^{-1}P_{\alpha,c}.$$

They agree because $W_{cc}$ is symmetric. In density functional perturbation theory one may therefore compute the electronic response either to a displacement or to a field. An approximate density functional does not spoil the equality, provided that both derivatives come from the same stationary functional.

**Q.** Good. Now let both the ions and the field vary.

**A.** Expand $F$ about the equilibrium at $\mathbf E=0$. The term linear in $u$ is absent because the forces vanish there. With summation over repeated indices,

$$F=F_0-\Omega P^0_\alpha E_\alpha+\tfrac12u_I\Phi_{IJ}u_J-E_\alpha Z^*_{\alpha I}u_I-\tfrac{\Omega}{2}E_\alpha\chi^\infty_{\alpha\beta}E_\beta+\dots$$

Here $\Phi_{IJ}=\partial^2F/\partial u_I\partial u_J$ is taken at $\mathbf E=0$, and $\chi^\infty=\partial\mathbf P/\partial\mathbf E$ is taken with the ions clamped. Differentiation gives

$$P_\alpha-P_\alpha^0=\frac1\Omega Z^*_{\alpha I}u_I+\chi^\infty_{\alpha\beta}E_\beta,
\qquad f_I=-\Phi_{IJ}u_J+Z^*_{\alpha I}E_\alpha .$$

With clamped ions, $u=0$ and $\varepsilon^\infty_{\alpha\beta}=\delta_{\alpha\beta}+4\pi\chi^\infty_{\alpha\beta}$. In a static field the ions move until $f_I=0$:

$$\Phi u=Z^{*T}\mathbf E .$$

The addition that worried you is legitimate at this order: electronic relaxation caused by the ions is inside $\Phi$ and $Z^*$, and electronic relaxation at fixed ions is inside $\chi^\infty$.

**Q.** You cannot invert $\Phi$. Moving the whole crystal costs nothing.

**A.** Correct, so we must check that the equation has a solution. A rigid translation $u_{\kappa\gamma}=t_\gamma$ of a neutral crystal, electrons included, creates no force and no change of polarization. Hence

$$\sum_{\kappa'}\Phi_{\kappa\gamma,\kappa'\gamma'}=0,\qquad \sum_\kappa Z^*_{\alpha,\kappa\gamma}=0 .$$

A symmetric matrix equation is solvable if its right side is orthogonal to the null vectors. The second sum rule supplies this orthogonality, since the total force $\sum_\kappa Z^*_{\alpha,\kappa\gamma}E_\alpha$ is zero. I assume that all optical modes are stable, so translations are the whole null space. The solution is then unique up to a translation, which does not alter $\mathbf P$.

**Q.** So far there are no frequencies and no masses. A static response should not need either.

**A.** It does not need them; they enter through a choice of basis. Let $M$ be the diagonal matrix of ionic masses. The zone-centre modes at zero macroscopic field satisfy

$$\Phi U_m=\omega_m^2MU_m,\qquad U_m^TMU_n=\delta_{mn}.$$

They come from the symmetric matrix $M^{-1/2}\Phi M^{-1/2}$ with orthonormal eigenvectors $M^{1/2}U_m$, so they form a complete set. Three of them are translations. Omitting these, write $u=\sum_ma_mU_m$ over the optical modes and insert it:

$$\sum_ma_m\omega_m^2MU_m=Z^{*T}\mathbf E .$$

Multiplication from the left by $U_n^T$ leaves one term:

$$a_n\omega_n^2=U_n^TZ^{*T}\mathbf E=\mathbf p_n\cdot\mathbf E,
\qquad p_{n\alpha}=Z^*_{\alpha I}U_{n,I}.$$

Projection on the translations gives $0=0$ by the sum rules. The ionic part of the polarization is therefore

$$\frac1\Omega Z^*_{\alpha I}u_I=\frac1\Omega\sum_m\frac{p_{m\alpha}\,p_{m\beta}}{\omega_m^2}E_\beta .$$

Define the mode oscillator strength $S_{m,\alpha\beta}=p_{m\alpha}p_{m\beta}$. Since $\varepsilon^0_{\alpha\beta}=\partial D_\alpha/\partial E_\beta=\delta_{\alpha\beta}+4\pi\,\partial P_\alpha/\partial E_\beta$, we obtain

$$\boxed{\varepsilon^0_{\alpha\beta}=\varepsilon^\infty_{\alpha\beta}+\frac{4\pi}{\Omega}\sum_m\frac{S_{m,\alpha\beta}}{\omega_m^2}}$$

The normalization gives $U_m$ the unit mass$^{-1/2}$, so $S_m$ is a charge squared divided by a mass.

**Q.** If I make the ions heavier, the frequencies fall. Does the dielectric constant rise?

**A.** No. The equation $\Phi u=Z^{*T}\mathbf E$ contains no mass, and its solution fixes $\mathbf P$. Changing the masses changes frequencies and strengths together and leaves the sum alone.

Quantum motion does not alter this as long as $F$ is truncated at second order as above, with a harmonic potential and a dipole linear in $u$. The potential energy of one mode in the field is

$$\tfrac12\omega_m^2a_m^2-a_m\,\mathbf p_m\cdot\mathbf E
=\tfrac12\omega_m^2\Big(a_m-\frac{\mathbf p_m\cdot\mathbf E}{\omega_m^2}\Big)^2-\frac{(\mathbf p_m\cdot\mathbf E)^2}{2\omega_m^2}.$$

The field shifts the centre of the oscillator without changing its shape, so the mean displacement is the classical one. Zero-point effects from higher-order terms of $F$, whether an anharmonic potential or a dipole nonlinear in $u$, can depend on the masses and lie outside the formula.

**Q.** Must every mode increase the response?

**A.** It cannot decrease a diagonal component. For any real vector $\mathbf v$, $v_\alpha S_{m,\alpha\beta}v_\beta=(\mathbf v\cdot\mathbf p_m)^2\ge0$. An off-diagonal component can have either sign. A mode with $\mathbf p_m=0$ contributes nothing, however soft it is. If a polar mode softens at fixed $\mathbf p_m\ne0$, its term grows as $1/\omega_m^2$. Close to $\omega_m=0$ the quadratic expansion holds in an ever smaller field range, and at $\omega_m=0$ it no longer determines the response.

**Q.** I expected the sum to run over transverse optical (TO) modes. You have never mentioned a wavevector, so where is the transversality?

**A.** It is in the condition $\mathbf E=0$ used to define $\Phi$. Consider a phonon of very long wavelength with propagation direction $\mathbf n$, in the electrostatic limit. Its field is parallel to $\mathbf n$, $\mathbf E=\mathcal E\mathbf n$, and without free charge the oscillating part of $\mathbf D$ obeys $\mathbf n\cdot\mathbf D=0$. Write $z=Z^{*T}\mathbf n$ and $\varepsilon_n=\mathbf n\cdot\varepsilon\cdot\mathbf n$. Then

$$0=\mathcal E+4\pi\Big(\frac{z^Tu}{\Omega}+\mathbf n\cdot\chi^\infty\cdot\mathbf n\,\mathcal E\Big)
=\varepsilon^\infty_n\mathcal E+\frac{4\pi}{\Omega}z^Tu .$$

So $\mathcal E=-(4\pi/\Omega\varepsilon_n^\infty)\,z^Tu$, and the force $-\Phi u+z\mathcal E$ becomes $-\Phi^Lu$ with

$$\Phi^L=\Phi+\frac{4\pi}{\Omega}\frac{zz^T}{\varepsilon_n^\infty}.$$

If a zero-field mode has $\mathbf n\cdot\mathbf p_m=z^TU_m=0$, the added term does not act on it. It then keeps its frequency $\omega_m$ and is transverse for this direction in the sense that its dipole $\mathbf p_m$ is perpendicular to $\mathbf n$; the displacements of the individual ions need not be. Given any $\mathbf p_m$, some $\mathbf n$ is perpendicular to it, so each zero-field mode is transverse in this sense for a suitable direction. In a low-symmetry crystal a single direction need not make all of them transverse or longitudinal. "TO modes" in the formula must therefore mean the complete set of optical modes at zero macroscopic field.

**Q.** Suppose I use the modes of $\Phi^L$ anyway. They are just another complete set.

**A.** They are complete, but their frequencies belong to another stiffness matrix. Let $L=\varepsilon^0_n-\varepsilon^\infty_n$ be the correct ionic part along $\mathbf n$. Your sum would be $s=(4\pi/\Omega)z^Tw$, where $\Phi^Lw=z$. Writing out $\Phi^L$ gives

$$\Phi w=z\Big(1-\frac{s}{\varepsilon^\infty_n}\Big).$$

The solution of $\Phi w=z$ would give $L$; here the right side is reduced by the bracket, so

$$s=L\Big(1-\frac{s}{\varepsilon_n^\infty}\Big)
\quad\Rightarrow\quad
s=\frac{L}{1+L/\varepsilon^\infty_n}=L\,\frac{\varepsilon^\infty_n}{\varepsilon^0_n}.$$

The last step uses $\varepsilon^\infty_n+L=\varepsilon^0_n$. The sum is too small because the depolarizing field has been put into the stiffness, although $\mathbf E$ in the definition of $\varepsilon$ already contains it.

The modes of $\Phi^L$ do have a proper use, in the inverse response. The result $s=L\varepsilon^\infty_n/\varepsilon^0_n$ gives $s/\varepsilon^\infty_n=L/\varepsilon^0_n$, so $1-s/\varepsilon_n^\infty=1-L/\varepsilon^0_n=\varepsilon^\infty_n/\varepsilon^0_n$. Division by $\varepsilon^\infty_n$ gives

$$\frac1{\varepsilon^0_n}=\frac1{\varepsilon^\infty_n}-\frac{s}{(\varepsilon^\infty_n)^2}.$$

**Q.** Is there a relation between the two sets of frequencies themselves?

**A.** Yes, through determinants on the optical subspace. Let $A$ be $M^{-1/2}\Phi M^{-1/2}$ restricted to it, and $y=M^{-1/2}z$, which lies in it by the charge sum rule. With $b=4\pi/(\Omega\varepsilon^\infty_n)$,

$$\prod_m\frac{\omega_{L,m}^2}{\omega_m^2}=\frac{\det(A+b\,yy^T)}{\det A}=\det(1+b\,A^{-1}yy^T)=1+b\,y^TA^{-1}y .$$

The last equality holds because $A^{-1}yy^T$ has rank one and its possibly nonzero eigenvalue is $y^TA^{-1}y$. In the mode basis $y^TA^{-1}y=\sum_m(\mathbf n\cdot\mathbf p_m)^2/\omega_m^2=\Omega L/4\pi$. The product is thus $1+L/\varepsilon^\infty_n=\varepsilon^0_n/\varepsilon^\infty_n$, the generalized Lyddane–Sachs–Teller relation.

**Q.** Show me that it reduces to something familiar.

**A.** Take a cubic crystal with two ions per cell and isotropic charges $\pm Z$. For an optical mode along $x$, let $r=U_1-U_2$ be the relative displacement. Orthogonality to translations requires $M_1U_1+M_2U_2=0$, so

$$U_1=\frac{M_2r}{M_1+M_2},\qquad U_2=-\frac{M_1r}{M_1+M_2}.$$

Normalization gives $M_1U_1^2+M_2U_2^2=\mu r^2=1$, with $\mu=M_1M_2/(M_1+M_2)$. The mode charge is $p_x=Zr$, hence $S_{xx}=Z^2/\mu$. The other two modes are polarized along $y$ and $z$, so

$$\varepsilon^0=\varepsilon^\infty+\frac{4\pi Z^2}{\Omega\mu\,\omega_T^2},\qquad
\frac{\omega_L^2}{\omega_T^2}=\frac{\varepsilon^0}{\varepsilon^\infty}.$$

The two transverse frequencies cancel from the determinant ratio.

**Q.** That case has one frequency and no tensor character. I want one in which a wrong index or a missing mode would show.

**A.** Take a model crystal of rocksalt type with two cation species, A and B, in alternate layers. With $d=5$ bohr and shear 0.1, the cell vectors are $\mathbf a_1=(d,d,0)$, $\mathbf a_2=(d,-d,0)$ and $\mathbf a_3=(0.2d,0,2d)$, so $\Omega=4d^3=500$ bohr$^3$. A sits at the origin, B at $(\mathbf a_1+\mathbf a_2+\mathbf a_3)/2$, and the anions at $(\mathbf a_1+\mathbf a_2)/2$ and $\mathbf a_3/2$.

Cations have charge $1\,e$. Each anion has a core of $1.5\,e$ and a shell of $-2.5\,e$, joined by a spring of 0.4 hartree/bohr$^2$; they have no Coulomb interaction with each other. Cations repel shells as $C\exp(-r/\rho)$, with $\rho=0.55$ bohr and $C=60$ hartree for A and 80 hartree for B. Masses are 25 u for A, 40 u for B and 30 u for each anion.

The shells play the part of $c$. This tests the structure of the derivation; it is not an electronic-structure calculation. Each ion is an inversion centre, so the reference is force-free.

**Q.** What are the Born charges, and does the sum work out?

**A.** The $xx$ components are 1.061 and 0.966 $e$ for A and B, and $-1.065$ and $-0.961$ $e$ for the anions. They add to zero within rounding. The tensors are not symmetric: for the first anion $Z^*_{xz}=-0.015\,e$ and $Z^*_{zx}=-0.011\,e$. The order of the field and displacement indices therefore matters. The dipole and force definitions agree to $2\times10^{-8}\,e$.

The mirror plane normal to $y$ separates three $y$-polarized modes from six polarized in the $xz$ plane. For strengths in $e^2/\mathrm u$ and frequencies in cm$^{-1}$, the factor $4\pi/\Omega$ becomes $6.641\times10^5$ u cm$^{-2}/e^2$. The strongest $y$ mode has $S_{yy}=0.1031\,e^2/\mathrm u$ at 188.87 cm$^{-1}$:

$$\frac{6.641\times10^5\times0.1031}{188.87^2}\approx1.92 .$$

The other two $y$ modes, at 79.98 and 223.32 cm$^{-1}$, give 0.026 and 0.444. Thus

$$\varepsilon^0_{yy}=1.934+0.026+1.920+0.444=4.324 .$$

The $xz$ component tests the signs. Its six nonzero terms are

$$-0.022-0.162-0.913+0.789-0.037+0.179=-0.166,$$

and adding $\varepsilon^\infty_{xz}=-0.009$ gives $-0.175$. Two large terms nearly cancel, so no single mode represents this component.

**Q.** That only evaluates your formula. Where is the independent answer?

**A.** With ion A held in place to remove the free translation, the other ions and the shells were relaxed in a small finite field with the full nonlinear forces, and $\varepsilon^0$ was read from the polarization. No modes or masses enter. Both routes give $\varepsilon^0_{xx}=4.318$, $\varepsilon^0_{yy}=4.324$, $\varepsilon^0_{zz}=4.633$ and $\varepsilon^0_{xz}=-0.175$. The largest absolute difference between corresponding tensor elements from the two routes is $3\times10^{-7}$.

Changing the masses of A and B to 80 and 20 u moves the highest frequency from 231 to 274 cm$^{-1}$, while the mode sum changes by at most $3\times10^{-8}$. Further values are in the numerical output.

**Q.** And the mistaken sum with the other modes?

**A.** Choose $\mathbf n=(1,2,2)/3$. The $xy$ and $yz$ components vanish by the mirror symmetry, so

$$\varepsilon^0_n=\frac{4.3175+4(4.3244)+4(4.6327)+4(-0.1748)}9=4.383 .$$

In the same way $\varepsilon^\infty_n=1.933$. The zero-field modes give the required 2.450. The modes with $\mathbf n\cdot\mathbf D=0$ give 1.081, in agreement with $2.450\times1.933/4.383$. Used in the inverse formula, that smaller number is right:

$$\frac1{1.933}-\frac{1.0805}{1.933^2}=0.228=\frac1{4.383}.$$

The product of the nine squared frequency ratios is 2.267, equal to $\varepsilon^0_n/\varepsilon^\infty_n$ to the digits shown.

**Q.** You kept the cell fixed throughout. A real sample may change shape in the field.

**A.** Then the formula can be incomplete. Take a cell that is stress-free at zero field and has $\mathbf P^0=0$, and let $\eta$ be the strain. After the ions have been eliminated, the enthalpy contains

$$\tfrac{\Omega}{2}\,\eta^TC\eta-\Omega\,\mathbf E^Te\,\eta,$$

with $C$ the elastic and $e$ the piezoelectric tensor, both with relaxed ions. At zero stress, $C\eta=e^T\mathbf E$. The extra polarization is $e\eta=eC^{-1}e^T\mathbf E$, which adds $4\pi\,eC^{-1}e^T$ to the dielectric tensor. If $\mathbf P^0\ne0$, the strain also changes the volume and shape of the cell to which $\mathbf P$ refers; the coefficient in the enthalpy and $\partial\mathbf P/\partial\eta$ then differ by terms proportional to $\mathbf P^0$, a case not treated here. Inversion symmetry makes $e$ vanish, since it reverses $\mathbf E$ and leaves $\eta$ unchanged. In a piezoelectric crystal the boxed result is the fixed-strain tensor, and the strain term must be added before comparison with a sample that is free to deform.

## Values computed for the example and the checks

```
neighbour distance 5.0 bohr; shear 0.1
cell volume 500.000 bohr^3
repulsion A, B: 60.0, 80.0 hartree
repulsion length 0.55 bohr; spring 0.4 hartree/bohr^2
anion core, shell charge: 1.5, -2.5 e
masses A, B, anions: 25.0 40.0 30.0 30.0 u
Lorentz field / P: 4.188791; 4pi/3 = 4.188790
Born charges xx yy zz xz zx (e):
  A: 1.0605 1.0593 1.0662 0.0232 0.0231
  B: 0.9657 0.9656 0.9644 0.0124 0.0127
  anion 1: -1.0651 -1.0649 -0.9602 -0.0146 -0.0107
  anion 2: -0.9611 -0.9600 -1.0705 -0.0210 -0.0251
Born charge, two definitions: max diff 1.9e-08 e
sum of Born charges: max 1.3e-08 e
mode: frequency (cm^-1); S xx yy zz xz (e^2/u)
  1: 79.98; 0.0000 0.0003 0.0000 0.0000
  2: 82.27; 0.0002 0.0000 0.0002 -0.0002
  3: 151.95; 0.0026 0.0000 0.0120 -0.0056
  4: 181.30; 0.0254 0.0000 0.0803 -0.0452
  5: 188.87; 0.0000 0.1031 0.0000 0.0000
  6: 193.18; 0.0736 0.0000 0.0267 0.0443
  7: 223.02; 0.0236 0.0000 0.0003 -0.0027
  8: 223.32; 0.0000 0.0333 0.0000 0.0000
  9: 231.19; 0.0114 0.0000 0.0183 0.0144
4pi/volume in these units: 664122.8 u cm^-2/e^2
mode: contribution to eps xx yy zz xz
  1: 0.0000 0.0264 0.0000 0.0000
  2: 0.0240 0.0000 0.0206 -0.0222
  3: 0.0761 0.0000 0.3439 -0.1618
  4: 0.5140 0.0000 1.6218 -0.9130
  5: 0.0000 1.9202 0.0000 0.0000
  6: 1.3099 0.0000 0.4748 0.7886
  7: 0.3151 0.0000 0.0042 -0.0366
  8: 0.0000 0.4438 0.0000 0.0000
  9: 0.1419 0.0000 0.2270 0.1795
eps_inf xx yy zz xz: 1.9365 1.9340 1.9403 -0.0093
mode sum xx yy zz xz: 2.3810 2.3904 2.6924 -0.1655
eps0 from modes xx yy zz xz: 4.3175 4.3244 4.6327 -0.1748
eps0 finite field xx yy zz xz: 4.3175 4.3244 4.6327 -0.1748
largest difference of the two eps0: 3.2e-07
other masses A, B, anions: 80.0 20.0 30.0 30.0 u
their frequencies (cm^-1): 75.3 77.2 126.2 151.0 151.1 170.7 262.0 265.5 274.2
change of mode sum with masses: 2.6e-08
direction n: 0.3333 0.6667 0.6667
D.n=0 frequencies (cm^-1): 80.1 82.3 152.8 182.8 191.2 215.6 223.0 228.1 297.2
n.eps_inf.n = 1.9330; n.eps0.n = 4.3830
product of squared frequency ratios: 2.26748
n.eps0.n / n.eps_inf.n: 2.26748
sum along n, zero-field modes: 2.4500
sum along n, D.n=0 modes (wrong): 1.0805
```
